# Phonon weights and the zero-phonon fraction of a displaced-oscillator defect, part 1

(Sections cited here and not found follow in the second part.)

## 1. From displaced oscillators to Poisson weights

### The physical question

An oxide film grown with too little oxygen can contain oxygen vacancies. A vacancy can hold charge and so take part in the compensation of donors and acceptors, and one way to look for it is through its optical absorption or luminescence. When the electron bound to the defect changes its state, the forces on the neighbouring ions change as well, and these ions acquire new equilibrium positions. An optical transition can therefore create lattice vibrations. Its spectrum contains a zero-phonon line, in which no vibration is created, and phonon replicas, which may merge into a broad band.

How much of the transition strength belongs to the zero-phonon line? The answer decides whether the absence of a visible line says anything about the absence of the defect. The same calculation gives the weights of the phonon replicas, which are needed to build a model spectrum.

### Model and conventions

Consider first one vibrational coordinate $Q$, mass-weighted so that the kinetic energy is $P^2/2$, with $[Q,P]=i\hbar$. The electronic states are $g$ (ground) and $e$ (excited), and each has its own lattice Hamiltonian:

$$
H_g=\frac{P^2}{2}+\frac{\omega^2Q^2}{2},\qquad
H_e=E_Z+\frac{P^2}{2}+\frac{\omega^2(Q-\Delta)^2}{2}. \tag{1}
$$

The origin of $Q$ is the minimum of the ground-state energy, and $\Delta$ is the displacement of the excited-state minimum. Three assumptions are contained in Eq. (1). The electronic states are separate enough for each to have its own lattice energy, both energies are harmonic, and both have the same frequency $\omega$.

The levels are

$$
E_m^g=\hbar\omega\left(m+\tfrac12\right),\qquad
E_n^e=E_Z+\hbar\omega\left(n+\tfrac12\right).
$$

At zero temperature absorption starts from $|0_g\rangle$. The energy needed to reach $|n_e\rangle$ is

$$
E_n^e-E_0^g=E_Z+n\hbar\omega. \tag{2}
$$

The zero-point energies cancel because the frequencies are equal. Hence $E_Z$, introduced as the difference between the two potential minima, is also the energy of the zero-phonon line.

By the golden rule, the strength of each transition is proportional to the squared matrix element of the electronic dipole $\mu(Q)$ between the lattice states. Now assume that $\mu$ does not depend on $Q$ (the Condon approximation). It then comes out of the lattice matrix element, leaving

$$
|\langle n_e|\mu|0_g\rangle|^2=|\mu|^2w_n,\qquad
w_n=|\langle n_e|0_g\rangle|^2. \tag{3}
$$

The states $|n_e\rangle$ form a complete set for the lattice coordinate, so

$$
\sum_{n=0}^{\infty}w_n
=\langle0_g|\Big(\sum_n|n_e\rangle\langle n_e|\Big)|0_g\rangle=1. \tag{4}
$$

Thus $w_n$ is the fraction of the total strength that creates $n$ phonons. It belongs to the normalized lineshape

$$
A(E)=\sum_n w_n\,\delta(E-E_Z-n\hbar\omega). \tag{5}
$$

A measured spectrum carries a further factor of photon energy. With the refractive index taken as constant over the band, the absorption cross-section is proportional to $E\,A(E)$. The spontaneous photon rate per unit energy is proportional to $E^3$ times the emission lineshape: two powers come from the density of photon modes and one from the squared field of a single photon. An emitted-power spectrum has one more power of $E$. These factors must be divided out before measured areas are compared with $w_n$.

### The shifted ladder operator

Define the lowering operator of the ground-state oscillator,

$$
a=\sqrt{\frac{\omega}{2\hbar}}\,Q+\frac{i}{\sqrt{2\hbar\omega}}\,P. \tag{6}
$$

Write the two coefficients as $u=\sqrt{\omega/2\hbar}$ and $v=1/\sqrt{2\hbar\omega}$, so that $uv=1/(2\hbar)$. The commutator is

$$
[a,a^\dagger]=[uQ+ivP,\;uQ-ivP]=-2iuv[Q,P]=2\hbar uv=1.
$$

The product in the other order gives the Hamiltonian:

$$
a^\dagger a=u^2Q^2+v^2P^2+iuv[Q,P]
=\frac{\omega Q^2}{2\hbar}+\frac{P^2}{2\hbar\omega}-\frac12,
$$

and therefore $H_g=\hbar\omega(a^\dagger a+\tfrac12)$. The operator $a$ lowers the energy by $\hbar\omega$. No level lies below the lowest one, so $a|0_g\rangle=0$.

The excited-state oscillator has the same form with $Q$ replaced by $Q-\Delta$. Its lowering operator is

$$
b=a-\alpha,\qquad
\alpha=\Delta\sqrt{\frac{\omega}{2\hbar}},\qquad
H_e=E_Z+\hbar\omega\left(b^\dagger b+\tfrac12\right). \tag{7}
$$

The number $\alpha$ is real, so $[b,b^\dagger]=1$ still holds. Acting on the initial state,

$$
b|0_g\rangle=a|0_g\rangle-\alpha|0_g\rangle=-\alpha|0_g\rangle. \tag{8}
$$

The ground level of one oscillator is thus an eigenvector of the lowering operator of the other. This property determines every overlap.

### Recurrence and normalization

Let $c_n=\langle n_e|0_g\rangle$. The raising operator obeys $b^\dagger|n_e\rangle=\sqrt{n+1}\,|(n+1)_e\rangle$. Its adjoint relation is

$$
\langle n_e|b=\sqrt{n+1}\,\langle(n+1)_e|.
$$

Now evaluate $\langle n_e|b|0_g\rangle$ in two ways. Letting $b$ act to the left gives $\sqrt{n+1}\,c_{n+1}$. Letting it act to the right and using Eq. (8) gives $-\alpha c_n$. Hence

$$
c_{n+1}=-\frac{\alpha}{\sqrt{n+1}}\,c_n,
\qquad
c_n=\frac{(-\alpha)^n}{\sqrt{n!}}\,c_0. \tag{9}
$$

The alternating sign belongs to the amplitudes and disappears from their squares. Define the Huang–Rhys factor

$$
S=\alpha^2=\frac{\omega\Delta^2}{2\hbar}. \tag{10}
$$

Equation (4) then fixes $c_0$:

$$
1=\sum_n|c_n|^2=|c_0|^2\sum_{n=0}^{\infty}\frac{S^n}{n!}=|c_0|^2e^S.
$$

The result is

$$
\boxed{w_n=e^{-S}\frac{S^n}{n!},\qquad w_0=e^{-S}.} \tag{11}
$$

For emission, assume that the lattice relaxes to $|0_e\rangle$ before the photon leaves. Since $a=b+\alpha$ and $b|0_e\rangle=0$, one has $a|0_e\rangle=\alpha|0_e\rangle$. The same recurrence follows with $-\alpha$ replaced by $\alpha$, and the squared overlaps are unchanged. The final ground-state level contains the $n$ phonons, so the photon energy is now $E_Z-n\hbar\omega$. The absorption and emission lineshapes are mirror images about $E_Z$. Measured intensities need not be, because their photon-energy factors differ.

### What the Huang–Rhys factor measures

The zero-point variance of $Q$ is $\sigma_Q^2=\hbar/(2\omega)$. Substitution in Eq. (10) gives

$$
S=\frac{\Delta^2}{4\sigma_Q^2}. \tag{12}
$$

The factor therefore compares the displacement with the quantum spread of the lattice coordinate. When $\Delta$ is much smaller than this spread, $S$ tends to zero and almost all strength lies in the zero-phonon line. When $\Delta$ is several times larger, the two lowest wave functions overlap weakly, and most transitions create phonons.

The mean phonon number follows by cancelling one factor of $n$:

$$
\langle n\rangle=e^{-S}\sum_{n\ge1}\frac{S^n}{(n-1)!}=S.
$$

In the same way,

$$
\langle n(n-1)\rangle=e^{-S}\sum_{n\ge2}\frac{S^n}{(n-2)!}=S^2.
$$

The variance is $\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2=S$. Multiplying $S$ by $\hbar\omega$ gives an energy with a direct meaning:

$$
S\hbar\omega=\frac{\omega^2\Delta^2}{2}=E_{\mathrm{rel}}. \tag{13}
$$

This is the energy released when the lattice relaxes after a transition at fixed ionic positions. The mean lineshape energies are

$$
\bar E_{\mathrm{abs}}=E_Z+S\hbar\omega,\qquad
\bar E_{\mathrm{em}}=E_Z-S\hbar\omega, \tag{14}
$$

and they differ by $2S\hbar\omega$. They equal the differences between the potential energies at $Q=0$ and at $Q=\Delta$, respectively.

Successive weights have the ratio $w_n/w_{n-1}=S/n$, so they rise while $n<S$ and fall once $n>S$. For non-integer $S$ the strongest member has $n$ equal to the integer part of $S$. The zero-phonon line is the strongest member when $S<1$.

For large $S$, put $n=S+y$ and use Stirling's formula near the maximum:

$$
\ln w_n\simeq -S+n\ln\frac{S}{n}+n-\frac12\ln(2\pi n).
$$

The logarithm expands as

$$
n\ln\frac{S}{n}=-(S+y)\left(\frac{y}{S}-\frac{y^2}{2S^2}+\cdots\right)
=-y-\frac{y^2}{2S}+\cdots .
$$

Since $-S+n=y$, the linear terms cancel, leaving

$$
w_n\simeq\frac{1}{\sqrt{2\pi S}}\exp\left[-\frac{(n-S)^2}{2S}\right]. \tag{15}
$$

Half maximum occurs at $|n-S|=\sqrt{2S\ln2}$, so the full width at half maximum is

$$
W\simeq2\sqrt{2S\ln2}\;\hbar\omega. \tag{16}
$$

This Gaussian describes the centre of the band. At $n=0$ it gives $e^{-S/2}/\sqrt{2\pi S}$, which for large $S$ exceeds the true $e^{-S}$ by the factor $e^{S/2}/\sqrt{2\pi S}$. A zero-phonon fraction must not be read from a Gaussian fit to the band.

### Several vibrational modes

Let the two potential energies have the same force-constant matrix but different minima. A rotation to normal coordinates separates both Hamiltonians at once. Mode $k$ has frequency $\omega_k$, displacement $\Delta_k$ and Huang–Rhys factor $S_k=\omega_k\Delta_k^2/(2\hbar)$. The lattice wave functions are products, so their squared overlaps multiply:

$$
w_{\{n_k\}}=\prod_k e^{-S_k}\frac{S_k^{n_k}}{n_k!}.
$$

For two modes, the probability of creating $N$ phonons in total is

$$
w_N=\frac{e^{-(S_1+S_2)}}{N!}
\sum_{j=0}^{N}\frac{N!}{j!(N-j)!}S_1^jS_2^{N-j}
=e^{-S}\frac{S^N}{N!}, \tag{17}
$$

where $S=S_1+S_2$ and the binomial theorem has been used. Adding the modes one at a time extends the result to any finite set, with $S=\sum_kS_k$. The zero-phonon fraction remains $e^{-S}$.

This statement was tested on a coupled pair with $\hbar=1$, unit masses, force constants $K_{11}=1$, $K_{22}=1.7$, $K_{12}=0.3$, and displacement $(0.9,-0.8)$. The Hamiltonians were diagonalized in the original coordinates, and the final levels were assigned to phonon numbers by their energies. The normal modes have $S_1=0.5931$ and $S_2=0.1291$. The weights for zero to three phonons were $0.48566$, $0.35077$, $0.12667$ and $0.03049$, equal to the Poisson values at the digits shown.

The distribution of energies is a separate matter. Its mean above $E_Z$ and its variance are

$$
E_{\mathrm{rel}}=\sum_kS_k\hbar\omega_k,\qquad
\sigma_E^2=\sum_kS_k(\hbar\omega_k)^2. \tag{18}
$$

Could a single Poisson ladder with step $\varepsilon$ reproduce it? The zero-phonon weight requires the same $S$, and the mean then requires $\varepsilon=E_{\mathrm{rel}}/S$. The ladder variance would be $S\varepsilon^2=E_{\mathrm{rel}}^2/S$. The difference from the true variance is

$$
\sigma_E^2-\frac{E_{\mathrm{rel}}^2}{S}
=\sum_kS_k(\hbar\omega_k-\varepsilon)^2\ge0,
$$

which vanishes only when all displaced modes share one frequency. It also follows that $E_{\mathrm{rel}}^2/\sigma_E^2\le S$. Within this model and at zero temperature, a Huang–Rhys factor inferred from the band mean and variance is therefore a lower bound when the frequencies differ, and the corresponding zero-phonon fraction is an upper bound.

## 2. A worked vacancy and the limits of the formula

### Results carried forward

The ground and excited lattice energies have frequency $\omega$ and minima separated by the mass-weighted displacement $\Delta$. The zero-phonon energy is $E_Z$, and $|m_g\rangle$ and $|n_e\rangle$ are the lattice levels. At zero temperature and with a constant dipole,

$$
w_n=e^{-S}\frac{S^n}{n!},\qquad
S=\frac{\omega\Delta^2}{2\hbar}.
$$

The mean absorption and emission energies are $E_Z\pm S\hbar\omega$. The operators $a$ and $b=a-\sqrt S$ lower the ground-state and excited-state oscillators, with $b|0_g\rangle=-\sqrt S|0_g\rangle$ for positive $\Delta$.

### Oxygen vacancy in MgO

Take an oxygen vacancy in MgO that holds one electron. The missing ion had charge $-2$ and the remaining electron supplies $-1$, so the centre has net charge $+1$ relative to the perfect crystal. The transition considered here is internal: the electron stays bound. Thus $E_Z$ is an excitation energy and must not be used as the Fermi-level position at which the vacancy changes its charge.

The six Mg neighbours move radially by the same distance $x$. If each has mass $m$, their kinetic energy is $6m\dot x^2/2$, so $Q=\sqrt{6m}\,x$. With $d$ the shift between the two equilibrium positions,

$$
M=6m,\qquad \Delta=\sqrt M\,d,\qquad
S=\frac{M\omega d^2}{2\hbar}=\frac12\left(\frac d\ell\right)^2,
\qquad \ell=\sqrt{\frac{\hbar}{M\omega}}. \tag{19}
$$

Using the mass of one ion in place of $M$ would make $S$ six times too small. An outward and an inward shift of equal size give the same weights.

The inputs are rough values: $m=24.3$ u, $d=0.0120$ nm, $\hbar\omega=0.060$ eV and $E_Z=4.0$ eV. The oscillator mass is $6\times24.3=145.8$ u, and $\ell=0.00219$ nm. Hence

$$
S\simeq\frac12\left(\frac{0.0120}{0.00219}\right)^2\simeq15.0;
$$

without rounding $\ell$, the value is $15.07$. The relaxation energy is $15.07\times0.060=0.904$ eV. The mean absorption energy is $4.0+0.904=4.90$ eV, and the mean emission energy is $4.0-0.904=3.10$ eV. The large-$S$ width is

$$
W\simeq2\sqrt{2(15.07)\ln2}\times0.060=0.548\ \text{eV}.
$$

The continuous Poisson envelope gives the same width to three digits.

The zero-phonon fraction is

$$
w_0=e^{-15.07}\simeq2.9\times10^{-7},
$$

or one transition in about $3.5$ million. Some other weights are:

| Phonons $n$ | Weight $w_n$ |
|---:|---:|
| 1 | $4.3\times10^{-6}$ |
| 5 | $0.0019$ |
| 10 | $0.048$ |
| 15 | $0.102$ |
| 20 | $0.043$ |
| 25 | $0.0052$ |

The largest weight is at $n=15$. As a test, both oscillators were diagonalized on a grid in $x$ with the inputs above. The squared overlaps for zero to 45 phonons agreed with the Poisson law in absorption and in emission; the numerical output lists representative values.

The Gaussian approximation would overstate $w_0$ by $e^{15.07/2}/\sqrt{2\pi(15.07)}\simeq190$, although it gives the width well.

For equal frequencies, a constant dipole and zero temperature, the zero-phonon fraction is $e^{-S}$, about $2.9\times10^{-7}$ for the MgO example. It remains to find how this fraction changes with the displacement, with temperature and when the model's other assumptions are relaxed, and how to use the result in a calculation.
